\section*{Cooper pairing from dynamical screening in the electron gas, and vertex corrections, part 1}

(Sections cited here and not found follow in the second part.)

\section{Pairing from dynamical screening, and what vertex corrections leave of it}

In the electron gas at $r_s=5$ the statically screened RPA interaction, averaged over the Fermi surface and multiplied by the density of states per spin, is $+0.37$, and the RPA interaction is positive at every momentum and imaginary frequency. The $s$-wave Cooper amplitude built from it is nevertheless $-0.31$. The Coulomb pseudopotential is $\mu^*=-0.115$ at a cutoff of $0.1E_F$, and following it down to a cutoff of $0.001E_F$ gives $T_c\approx0.3$~K without phonons. Freezing the interaction at zero frequency gives $\mu^*=+0.082$, and adding charge and spin exchange-correlation vertices together gives $0.000$ and $+0.054$ for two model $q$ shapes, which do not bound the result. The negative value thus comes from the frequency dependence of the screening. The numbers come from the numerical check, apart from the convergence shifts, the finite-$\ell$ model values and the flat-shape value quoted as caveats.

\subsection{The RPA interaction is repulsive and retarded}

We take three-dimensional jellium, $T\to0$, and singlet, $s$-wave, even-frequency pairs. Momenta are in $k_F=1/(\alpha r_s)$ with $\alpha=(4/9\pi)^{1/3}$, energies in $E_F=k_F^2/2$, so $\xi=k^2-1$. Interactions are multiplied by $N_F=k_F/2\pi^2$, the density of states per spin: $w=N_FW$. The bare interaction $4\pi/(k_Fq)^2$ becomes $v=\kappa^2/2q^2$ with $\kappa^2=4/(\pi k_F)=4\alpha r_s/\pi$. Since $N_FE_F=k_F^3/4\pi^2$, the measure for an isotropic integrand is $\int d^3k/(2\pi)^3=N_FE_F\int2k^2dk$.

The free response is $\chi_0=2\int\frac{d^3k}{(2\pi)^3}(n_{\mathbf k}-n_{\mathbf k+\mathbf q})/(i\nu-\Delta)$ with $\Delta=\xi_{\mathbf k+\mathbf q}-\xi_{\mathbf k}=q^2+2kqx$ and $x$ the cosine of the angle. Relabelling $\mathbf k\to-\mathbf k-\mathbf q$ in the second term reverses $\Delta$, and $1/(i\nu-\Delta)-1/(i\nu+\Delta)=-2\Delta/(\Delta^2+\nu^2)$. Hence $\chi_0=-2N_FL$ with
\begin{equation}
L(q,\nu)=2\int_0^1k^2dk\int_{-1}^1dx\,\frac{\Delta}{\Delta^2+\nu^2}.
\label{eq:Ldef}
\end{equation}
States with $\mathbf k$ and $\mathbf k+\mathbf q$ both occupied cancel in pairs under the same relabelling, so only terms with $\Delta>0$ remain. $L$ is therefore positive and falls as $|\nu|$ grows. For the closed form write $\Delta/(\Delta^2+\nu^2)=\mathrm{Re}\,[2q(s+kx)]^{-1}$ with $z=q/2$ and $s=z+i|\nu|/2q$. The $x$ integral gives $k^{-1}\ln\frac{s+k}{s-k}$. Integrating by parts with the antiderivative $(k^2-s^2)/2$ of $k$, and $\partial_k\ln\frac{s+k}{s-k}=2s/(s^2-k^2)$,
\begin{equation}
L=\frac1q\,\mathrm{Re}\!\int_0^1\!k\ln\frac{s+k}{s-k}\,dk
=\frac12+\frac1{4z}\,\mathrm{Re}\Big[(1-s^2)\ln\frac{s+1}{s-1}\Big].
\end{equation}
At $\nu=0$, $L$ falls from 1 at $q=0$ to $1/2$ at $q=2$. For $q<2$ and small $\nu$ the phase of the logarithm is $-\pi$ and the imaginary part of $1-s^2$ is $-2z|\nu|/2q$, which gives a term $-\pi|\nu|/4q$ (Landau damping). At large $\nu$, Eq.~\eqref{eq:Ldef} gives $L\to2\cdot\frac13\cdot2q^2/\nu^2=4q^2/3\nu^2$, because the term odd in $x$ integrates to zero.

With $\epsilon=1+\kappa^2L/q^2$,
\begin{equation}
w(q,i\nu)=\frac{\kappa^2}{2(q^2+\kappa^2L)} .
\label{eq:w}
\end{equation}
The properties of $L$ give $0<w<v$, with $w$ rising monotonically in $|\nu|$ towards $v$. As $q\to0$ at fixed $\nu$, $\epsilon\to1+\omega_p^2/\nu^2$ with $\omega_p^2=4\kappa^2/3$, so
\begin{equation}
q^2w\to b(\nu)=\frac{\kappa^2}{2}\,\frac{\nu^2}{\nu^2+\omega_p^2}.
\label{eq:b}
\end{equation}
The retarded function $w-v$ is analytic in the upper half plane and decays as $\omega^{-2}$, so $w(i\nu)-v=\pi^{-1}\int d\omega\,\mathrm{Im}\,w(\omega)/(\omega-i\nu)$. $\mathrm{Im}\,w$ is odd in $\omega$, which folds the integral onto $\omega>0$, and there $\mathrm{Im}\,w=-v\,\mathrm{Im}\,\epsilon/|\epsilon|^2\le0$. With $B=-\mathrm{Im}\,w/\pi\ge0$,
\begin{equation}
w(q,i\nu)=v(q)-\int_0^\infty d\omega\,B(q,\omega)\frac{2\omega}{\omega^2+\nu^2}.
\label{eq:spec}
\end{equation}
The second term has the sign and form of phonon exchange, the bosons being the plasmon and the particle-hole pairs. The statement that the frequency dependence acts as an attraction means this decomposition into an instantaneous repulsion and a retarded attraction. The sum is never negative.

\subsection{Cooper ladder and definition of $\mu^*$}

A pair $(\mathbf k,-\mathbf k)$ scatters to $(\mathbf k',-\mathbf k')$ with $q=|\mathbf k-\mathbf k'|$. From $q^2=k^2+k'^2-2kk'x$ follows $q\,dq=-kk'dx$, and the $s$-wave average is
\begin{equation}
\bar w(k,k';\nu)=\frac1{2kk'}\int_{|k-k'|}^{k+k'}q\,w(q,i\nu)\,dq .
\end{equation}
By Eq.~\eqref{eq:b} it contains $-b(\nu)\ln|k-k'|/2kk'$, an integrable singularity that vanishes at $\nu=0$.

The propagators are taken from $G_0W_0$,
\begin{equation}
\Sigma(k,i\omega)=-\!\int\!\frac{d\omega'}{2\pi}\!\int\!2k'^2dk'\,\bar w(k,k';\omega-\omega')\frac{e^{i\omega'0^+}}{i\omega'-\xi'} .
\end{equation}
Using $1/(i\omega'-\xi')=-(i\omega'+\xi')/(\omega'^2+\xi'^2)$ and folding onto $\omega'>0$,
\begin{equation}
\mathrm{Im}\,\Sigma=\!\int_0^\infty\!\frac{d\omega'}{2\pi}\!\int\!2k'^2dk'\,
\frac{[\bar w(\omega-\omega')-\bar w(\omega+\omega')]\,\omega'}{\omega'^2+\xi'^2},
\end{equation}
which is negative for $\omega>0$ because $w$ rises with $|\nu|$. The same frequency dependence thus produces $Z=1-\mathrm{Im}\,\Sigma/\omega>1$. With $\chi=\mathrm{Re}\,\Sigma(k,i\omega)-\mathrm{Re}\,\Sigma(k_F,0)$ one has $G^{-1}=iZ\omega-\xi-\chi$, and since $G(-i\omega)=G(i\omega)^*$ the pair propagator is
\begin{equation}
P=G(k,i\omega)G(-k,-i\omega)=\frac1{(Z\omega)^2+(\xi+\chi)^2}>0 .
\end{equation}
Near the Fermi surface $\xi+\chi\simeq c\,\xi$ with $c=1+\partial\chi/\partial\xi$. The pole lies at energy $c\xi/Z$ with residue $1/Z$, so $m^*/m=Z/c$.

Repeated scattering through intermediate frequencies above a cutoff $\omega_c$ gives the amplitude from $(k_F,0)$ to $(k,\omega)$:
\begin{equation}
\Gamma(k,\omega)=\bar w(k,k_F;\omega)-\!\!\int_{|\omega'|>\omega_c}\!\!\frac{d\omega'}{2\pi}\!\int\!2k'^2dk'\,\bar w(k,k';\omega-\omega')P\,\Gamma(k',\omega').
\label{eq:bse}
\end{equation}
The minus sign is that of second-order perturbation theory, which lowers the energy. The homogeneous version of Eq.~\eqref{eq:bse} with Matsubara sums is the linearised Eliashberg gap equation.

In operator form $\Gamma=\bar w-\bar wP\Gamma$, or $\Gamma^{-1}=\bar w^{-1}+P$. Lowering the cutoff from $\omega_0$ to $\omega_c$ adds the shell $P_{\rm s}$, so $\Gamma_c^{-1}=\Gamma_0^{-1}+P_{\rm s}$ and $\Gamma_c=\Gamma_0-\Gamma_0P_{\rm s}\Gamma_c$. If $\omega_0\ll E_F,\omega_p$, the shell confines $k'$ to the Fermi surface, where $2k'^2dk'=k'd\xi'\simeq d\xi'$ and the amplitudes are constant. The shell then contributes
\begin{equation}
2\int_{\omega_c}^{\omega_0}\!\frac{d\omega}{2\pi}\int\!\frac{d\xi}{(Z\omega)^2+(c\xi)^2}
=2\int_{\omega_c}^{\omega_0}\!\frac{d\omega}{2\pi}\frac{\pi}{Zc\,\omega}=\frac{\ln(\omega_0/\omega_c)}{Zc}.
\end{equation}
Defining $\mu^*(\omega_c)=\Gamma(k_F,0)/Zc$, the equation becomes $\mu^*_c=\mu^*_0-\mu^*_0\mu^*_c\ln(\omega_0/\omega_c)$, and division by $\mu_0^*\mu_c^*$ gives
\begin{equation}
\frac1{\mu^*(\omega_c)}=\frac1{\mu^*(\omega_0)}+\ln\frac{\omega_0}{\omega_c}.
\label{eq:log}
\end{equation}
Corrections start at first order in $\omega_0/E_F$. One source is the Landau term of $w$, linear in $|\nu|$. Another is present even for a static kernel: the shell gives momenta with $|\xi|\gg\omega_0$ a weight proportional to $(\omega_0-\omega_c)/\xi^2$, and there the amplitudes are not constant. A positive $\mu^*$ flows to zero. A negative one reaches a pole, and below the pole $\mu^*$ is positive again although the system pairs, so the sign is meaningful only when no pole lies above the cutoff.

At temperature $T\ll\omega_c$ the frequencies below the cutoff are discrete, $\omega_n=(2n+1)\pi T$, and the logarithm is replaced by
\begin{equation}
T\!\!\sum_{|\omega_n|<\omega_c}\!\frac{\pi}{|\omega_n|}=\sum_{n=0}^{N-1}\frac1{n+\frac12}=\psi(N+\tfrac12)-\psi(\tfrac12)\simeq\ln\frac{2e^\gamma\omega_c}{\pi T},
\end{equation}
with $N=\omega_c/2\pi T$, $\psi(N+\frac12)\simeq\ln N$ and $\psi(\frac12)=-\gamma-2\ln2$. The amplitude diverges when $1/\mu^*$ plus this logarithm vanishes:
\begin{equation}
T_c=1.134\,\omega_c\exp[1/\mu^*(\omega_c)] .
\label{eq:tc}
\end{equation}
Where Eq.~\eqref{eq:log} holds this expression does not depend on $\omega_c$, so it may be evaluated at any small cutoff.

\subsection{Why a positive kernel gives a negative amplitude}

A model with $Z=c=1$, $\int P\,d\xi=\pi/|\omega|$ and frequencies up to $E$ can be solved exactly. Let $\bar w=\mu-\lambda>0$ when both frequencies are below $\Omega$ and $\bar w=\mu$ otherwise. With $\ell=\ln(\Omega/\omega_c)$ and $\Lambda=\ln(E/\Omega)$, Eq.~\eqref{eq:bse} couples two constants:
\begin{align}
\Gamma_{\rm l}&=(\mu-\lambda)(1-\ell\,\Gamma_{\rm l})-\mu\Lambda\Gamma_{\rm h},\\
\Gamma_{\rm h}&=\mu(1-\ell\,\Gamma_{\rm l})-\mu\Lambda\Gamma_{\rm h}.
\end{align}
The second gives $\Gamma_{\rm h}=\tilde\mu(1-\ell\,\Gamma_{\rm l})$ with the Morel--Anderson value $\tilde\mu=\mu/(1+\mu\Lambda)$. Inserting it in the first, $\Gamma_{\rm l}=g(1-\ell\,\Gamma_{\rm l})$, so $1/\Gamma_{\rm l}=1/g+\ell$ with
\begin{equation}
g=(\mu-\lambda)-\frac{\mu^2\Lambda}{1+\mu\Lambda}=\tilde\mu-\lambda .
\label{eq:g}
\end{equation}
The first form shows the competition: the direct term is the screened repulsion, while the subtraction comes from scattering out to high frequency and back, and each of these two steps carries the unscreened $\mu$. The second form says that the ladder reduces the instantaneous part and leaves the retarded part intact. For $\tilde\mu<\lambda<\mu$ the kernel is positive and $g$ is negative. Above the pole $1-\ell\,\Gamma_{\rm l}=1/(1+g\ell)>0$, so $\Gamma_{\rm h}>0>\Gamma_{\rm l}$: the gap function changes sign with frequency, and a repulsive kernel between regions of opposite sign supports it. At $\lambda=0$, $g=\tilde\mu>0$.

For $\mu=1$, $\lambda=0.6$, $\Omega=0.1E$: $\tilde\mu=1/(1+2.303)=0.3028$ and $g=-0.2972$, although $\mu-\lambda=0.40$. At $\omega_c=0.02E$, $1/\mu^*=-3.365+\ln5=-1.755$, or $\mu^*=-0.570$, as the direct linear solution gives. For the smooth kernel $\mu-\lambda\Omega^2/[\Omega^2+(\omega-\omega')^2]$ with a band $|\xi|<E$, Eq.~\eqref{eq:tc} and diagonalisation of the Matsubara gap equation both give $T_c=5.8\times10^{-4}E$.

For $r_s\gtrsim1$ the electron gas has no large $\Lambda$, because $\omega_p/E_F=0.94\sqrt{r_s}$. What it has is a large step. The high-frequency interaction $v$ is proportional to $r_s$, whereas the static Fermi-surface average is bounded: Eq.~\eqref{eq:w} gives $w<1/2L\le1$ for $q\le2$, so $\bar w(k_F,k_F;0)<\frac12\int_0^2q\,dq=1$. In Eq.~\eqref{eq:g} this corresponds to $\mu-\lambda$ bounded while the subtraction $\mu-\tilde\mu$ grows without bound if the effective $\Lambda$ stays fixed and positive, since then $\tilde\mu<1/\Lambda$. Under that assumption, which is not guaranteed because $\omega_p/E_F$ itself grows with $r_s$, the model suggests a sign change as the density falls. It does not locate it, since momentum dependence is absent; that needs Eq.~\eqref{eq:bse}.

The model shows that a kernel positive at every frequency can still give a negative Cooper amplitude, because scattering out to high frequency and back can subtract more than the screened repulsion. It remains to solve Eq.~\eqref{eq:bse} for the electron gas, to find the size of the effect and the density at which the sign changes, and to see what vertex corrections leave of it.

All numerical values are calculated from the stated model.
